\section*{Absolute phase shifts for testing pseudopotentials with Calogero's equation}

\section{An offset that is nearly $\pi$, and then is not}

For a free boron atom, the s-wave phase shift at a scattering energy of 0.1 hartree is 5.997 rad in the all-electron potential and 2.858 rad in a norm-conserving pseudopotential. The difference, 3.139 rad, misses $\pi$ by only 0.002 rad. At 450 hartree the difference is 0.630 rad. A comparison modulo $\pi$ hides both facts: that the first offset is a count of core states, and that the count cannot survive at high energy.

A pseudopotential can be given a scattering test, in which logarithmic derivatives or phase shifts are compared with the all-electron ones over a chosen energy range. This guide treats the version that yields absolute phases, and the choices it requires: integration variable, starting radius, tolerance, outer radius and energy range.

Hartree atomic units are used, with $E=k^2/2$ and $U=2V$. The atom is neutral, spherical and nonrelativistic, so its screened potential in a local-density model has a short range. The all-electron (AE) potential behaves as $-Z/r$ at the nucleus; the pseudopotential (PS) is finite there. The PS is semilocal: each $l$ has its own local potential, equal to the AE one beyond $r_c$.

The boron model has the configuration $1s^22s^22p^1$, without spin polarization, and Dirac local exchange as its only exchange-correlation term. Troullier--Martins potentials are built for 2s and 2p with $r_c=1.5$ bohr. Correlation, and the exchange and polarization response of a real projectile, are left out. The phases characterize two model potentials and are not predictions of measured scattering.

\section{The equation behind the setting}

Multiplying the radial Schr\"odinger equation by $-2$ gives
\begin{equation}
u''=\left[\frac{l(l+1)}{r^2}+U-k^2\right]u .\label{rad}
\end{equation}
Let $x=kr$, $\hat j=xj_l(x)$ and $\hat n=xy_l(x)$. On these two functions a prime means $d/dx$; elsewhere it means $d/dr$. Both satisfy $f''=[l(l+1)/x^2-1]f$. Their Wronskian is therefore constant, and the large-$x$ forms $\sin(x-l\pi/2)$ and $-\cos(x-l\pi/2)$ give $\hat j\hat n'-\hat j'\hat n=1$.

Two functions $C=A\cos\delta$ and $S=A\sin\delta$ are defined by
\begin{equation}
u=C\hat j-S\hat n,\qquad u'=k(C\hat j'-S\hat n').\label{cs}
\end{equation}
Differentiating the first relation and using the second leaves $C'\hat j-S'\hat n=0$. Differentiating the second gives
\[
u''=k(C'\hat j'-S'\hat n')+\left[\frac{l(l+1)}{r^2}-k^2\right]u ,
\]
so (\ref{rad}) requires $C'\hat j'-S'\hat n'=Uu/k$. Eliminating $C'$, then $S'$, with the Wronskian yields
\begin{equation}
S'=-\frac{U}{k}u\hat j,\qquad C'=-\frac{U}{k}u\hat n .\label{csp}
\end{equation}
Write $G=\cos\delta\,\hat j-\sin\delta\,\hat n$, so that $u=AG$, and $H=\cos\delta\,\hat n+\sin\delta\,\hat j$. Then
\begin{align}
\delta'&=\frac{CS'-SC'}{A^2}=-\frac Uk G^2,\qquad \delta(0)=0,\label{cal}\\
\frac{A'}{A}&=\frac{CC'+SS'}{A^2}=-\frac Uk GH .\label{amp}
\end{align}
Equation (\ref{cal}) is Calogero's variable-phase equation. An attractive potential raises $\delta$ and a repulsive one lowers it. Beyond the range of $U$, $\delta$ is constant and $u\to A\sin(kr-l\pi/2+\delta)$, so the final value is the phase shift. There is no free multiple of $\pi$: $\delta$ starts at zero and is continuous, because $A=0$ would require $u=u'=0$.

For each of the four combinations of potential and $l$, these phases were tested at three energies against direct solutions of (\ref{rad}), with the branch fixed by counting nodes. The largest deviation was about $10^{-9}$ rad.

An ionic tail $-q/r$ breaks the scheme. At large $r$ the average of $G^2$ is $1/2$, so $\delta'$ averages $q/(kr)$ and $\delta$ grows as $(q/k)\ln r$. An ion needs Coulomb functions in place of $\hat j$ and $\hat n$.

\section{What the multiples of $\pi$ count}

\subsection{Nodes and bound states}

Let a dot denote $\partial/\partial E$ of the regular solution. Differentiating (\ref{rad}), where $k^2=2E$, gives $\dot u''=[\ldots]\dot u-2u$ with the same bracket. Hence $(u\dot u'-u'\dot u)'=-2u^2$, and integration from the origin gives
\begin{equation}
u\dot u'-u'\dot u\,\Big|_R=-2\int_0^R u^2dr .\label{norm}
\end{equation}
At a node $R$ this reads $\dot u=2\int_0^Ru^2dr/u'$. The node moves at the rate $dR/dE=-\dot u/u'<0$, that is, inward. Far below the spectrum there are no nodes. As $E$ rises towards zero, a new node enters from infinity when the growing exterior part of $u$ changes sign, which happens at a bound state. The zero-energy solution thus has as many nodes as there are bound states, $n_l$.

\subsection{The threshold phase}

Outside the potential the zero-energy solution is $\alpha r^{l+1}+\beta r^{-l}$. Let $a_l=(2l+1)!!$ and $b_l=(2l-1)!!$, with $(-1)!!=1$. For small $x$,
\begin{equation}
\hat j\simeq \frac{x^{l+1}}{a_l},\qquad \hat n\simeq-\frac{b_l}{x^l}.\label{small}
\end{equation}
Matching to (\ref{cs}) gives $C=\alpha a_lk^{-l-1}$ and $S=\beta k^l/b_l$, so
\begin{equation}
\tan\delta\simeq\frac{\beta}{\alpha a_lb_l}k^{2l+1}\to0 .\label{thr}
\end{equation}
The phase tends to a multiple of $\pi$ if $\alpha\ne0$, that is, without a zero-energy resonance or bound state.

To find which multiple, note that $u=0$ means that $\delta$ meets one of the curves $\beta_m(r)=m\pi+\arctan(\hat j/\hat n)$. These curves fall with $r$, since $d(\hat j/\hat n)/dr=-k/\hat n^2$, while $\delta'=0$ at a node by (\ref{cal}). Each curve is therefore crossed upwards, once. The phase starts between $\beta_0$ and $\beta_1$, and after all $n_l$ nodes it lies between $\beta_{n_l}$ and $\beta_{n_l+1}$. If it approached $(n_l+1)\pi$ from below $\beta_{n_l+1}$, that falling curve would meet it farther out and create another node, contrary to the count. Hence
\begin{equation}
\delta_l(k\to0)=\pi n_l .\label{lev}
\end{equation}

If the pseudopotential removes the core states and keeps the rest of the spectrum, the AE and PS phases differ at threshold by $\pi$ per removed state. Boron loses 1s in the s channel and nothing in the p channel.

\subsection{An unoccupied level in the example}

Diagonalization gives three AE and two PS s states, one more in each case than the occupied levels. At $k=0.005$ bohr$^{-1}$ the phases are $2.9548\pi$ and $1.9549\pi$. For $l=0$, (\ref{thr}) reads $\delta\simeq n\pi-ka_s$, where $a_s=-\beta/\alpha$ is the scattering length. The AE value is
\[
a_s\simeq\frac{(3-2.9548)\pi}{0.005}\ \text{bohr}\simeq28\ \text{bohr}.
\]
Such a large positive length belongs to a weakly bound level. Outside the potential the zero-energy solution is proportional to $1-r/a_s$, and a level at $-\kappa^2/2$ to $e^{-\kappa r}\simeq1-\kappa r$. For small $\kappa$ the two interior solutions nearly coincide, so $\kappa\simeq1/a_s$ and the binding is roughly $1/(2a_s^2)\simeq6\times10^{-4}$ hartree. The corrections are of relative order range$/a_s$, which is not small here, so this gives only the order of magnitude. This level is a property of the model potential. The PS reproduces it, so the offset is still one $\pi$.

\subsection{The high-energy limit}

While $\delta$ is small, $G\simeq\hat j$ and (\ref{cal}) integrates to the first Born form
\begin{equation}
\delta_l\simeq-\frac1k\int_0^\infty U\hat j^2\,dr .\label{born}
\end{equation}
For $l=0$ and $U\simeq-2Z/r$, the region $r<1/k$ contributes of order $Z/k$. The region from $1/k$ to the screening radius contributes of order $(Z/k)\ln k$. Both vanish as $k\to\infty$. The PS phase vanishes too, so the offset must fall from $\pi$ to zero. At 450 hartree the Born values are 0.661 (AE) and 0.034 rad (PS), against computed phases of 0.664 and 0.034 rad. The AE phase is not small here, but for $kr\gg1$ the factor $G^2=\sin^2(kr+\delta)$ averages to $1/2$ whatever $\delta$ is, so only the phase gathered at $kr\lesssim1$, of order $Z/k$, has to be small. This energy serves to check the limit; relativity is absent from the model.

\section{Is the equation stiff near the nucleus?}

\subsection{The Jacobian at the origin}

Since $\partial G/\partial\delta=-H$, equations (\ref{cal}) and (\ref{amp}) give
\begin{equation}
J=\frac{\partial\delta'}{\partial\delta}=\frac{2U}{k}GH=-2\frac{A'}{A}.\label{jac}
\end{equation}
Near a nucleus, (\ref{cal}) with $G\simeq\hat j$ becomes $\delta'\simeq2Zk^{2l+1}r^{2l+1}/a_l^2$, so
\begin{equation}
\delta\simeq\frac{2Zr\,(kr)^{2l+1}}{(2l+2)a_l^2}.\label{start}
\end{equation}
The neglected term $\delta\hat n$ is smaller than $\hat j$ by a factor of order $Zr$, which justifies the step. With $\hat j\hat n\simeq-x/(2l+1)$,
\begin{equation}
J\to\frac2k\left(-\frac{2Z}{r}\right)\left(-\frac{kr}{2l+1}\right)=\frac{4Z}{2l+1}.\label{j0}
\end{equation}
The singularity of $U$ cancels. For boron the limits are 20 and 6.67 bohr$^{-1}$ for s and p; the values found at $r=10^{-4}$ bohr are 20.01 and 6.67. A finite, positive $J$ means that a sufficiently small error grows at a finite rate. Stiffness would require a large negative $J$ beside a slowly varying solution. For a finite PS the same product gives $J\simeq-2Ur/(2l+1)\to0$.

\subsection{The tolerance scale}

The equation is nevertheless delicate near the origin. An error $\varepsilon$ in $\delta$ admixes the irregular function, and $\varepsilon|\hat n|$ equals $\hat j$ when
\begin{equation}
\varepsilon\simeq\frac{(kr)^{2l+1}}{a_lb_l}.\label{tol}
\end{equation}
For $l=1$, $k=1$ bohr$^{-1}$ and $r=10^{-4}$ bohr this is $3\times10^{-13}$. A larger absolute tolerance may spoil the local wave function.

The final phase can survive this, within a limit given below. To first order an error $\eta$ obeys $\eta'=J\eta$, and (\ref{jac}) integrates to
\begin{equation}
\frac{\eta(r_2)}{\eta(r_1)}=\frac{A(r_1)^2}{A(r_2)^2}.\label{err}
\end{equation}
Between 0.3 and 10 bohr at $k=1$ bohr$^{-1}$ the factor is 2.29 for s and 56.4 for p. Perturbed integrations and the amplitudes of $u$ agree on both. These factors do not cover the region inside 0.3 bohr. For that region, direct p integrations started at $10^{-4}$ bohr with absolute tolerance $10^{-12}$, above the scale (\ref{tol}), were checked to give the final phase of the scaled equation below within $10^{-4}$ rad.

That agreement does not make every error of $10^{-12}$ harmless. Since $G$ changes by $-H\eta$, the next term in $\eta'$ is $-(U/k)H^2\eta^2$. For $l=1$ near the nucleus $H\simeq\hat n\simeq-1/x$, so this term is $2Z\eta^2/(k^3r^3)$, and $1/\eta$ falls by $Z/(k^3r_0^2)$ outward from $r_0$. A positive error above $k^3r_0^2/Z$ therefore runs through a whole step and adds a spurious $\pi$. At $r_0=10^{-4}$ bohr this limit is $2\times10^{-9}$ for $k=1$ bohr$^{-1}$ but $2\times10^{-15}$ for $k=0.01$. At $k=0.01$ a starting error of $+10^{-12}$ raises the final p phase from $1.0001\pi$ to $2.0001\pi$, while one of $-10^{-12}$ leaves it at $1.0001\pi$.

\subsection{Steep steps at low energy}

At low $k$ the phase stays near multiples of $\pi$ and rises between them in narrow steps. A step is centred at a radius $r_n$ where $C=0$. There $u=-S\hat n$, and (\ref{csp}) gives $C'=US\hat n^2/k$. Across the step $S$ changes by a relative amount of order $\hat j/|\hat n|\ll1$ and may be held fixed, so for $U<0$
\begin{equation}
\cot\delta=\frac CS\simeq-\frac{r-r_n}{b},\qquad b=\frac{k}{|U|\hat n^2}.\label{step}
\end{equation}
The cotangent runs from $+1$ to $-1$ over a width $2b$, which by (\ref{small}) scales as $k^{2l+1}$. In the same approximation $A^2\propto b^2+(r-r_n)^2$, and
\begin{equation}
J\simeq-\frac{2(r-r_n)}{(r-r_n)^2+b^2}.\label{jstep}
\end{equation}
This reaches $\pm1/b$. But once the step is passed, $J\simeq-2/(r-r_n)$, and the distance $r-r_n$ is also the scale on which $\delta$ settles. Accuracy and stability then demand similar step lengths: the equation is steep there, not stiff in the usual sense.

At $k=0.005$ bohr$^{-1}$ the s-wave steps are:
\begin{center}
\begin{tabular}{lll}
 & radius (bohr) & width (bohr)\\
AE & 0.168 & $2.2\times10^{-4}$\\
AE & 1.302 & $4.5\times10^{-3}$\\
AE & 8.78 & 0.44\\
PS & 1.305 & $4.3\times10^{-3}$\\
PS & 8.77 & 0.43
\end{tabular}
\end{center}
The PS lacks the innermost step. For that step, (\ref{step}) predicts the printed width to 0.1\%. For $l=0$ and small $kr$, $C=0$ implies $u'\simeq0$, so the steps sit at extrema of the low-energy wave function; the additional one lies in the innermost lobe of the AE wave. The p step near 2.03 bohr has a width of only $1.1\times10^{-6}$ bohr, as the factor $k^3$ suggests.

\section{A variable without the steps}

Let $\tan\delta=w\tan\theta$ with
\begin{equation}
w=\frac{x^{2l+1}}{1+x^{2l+1}}>0 .\label{w}
\end{equation}
Differentiation gives
\[
\frac{\delta'}{\cos^2\delta}=w'\tan\theta+\frac{w\,\theta'}{\cos^2\theta}.
\]
By (\ref{cal}) the left side is $-(U/k)(\hat j-w\tan\theta\,\hat n)^2$. Multiplication by $r\cos^2\theta/w$, with $t=\ln r$ and $rw'/w=(2l+1)/(1+x^{2l+1})$, yields
\begin{align}
\frac{d\theta}{dt}={}&-\frac{rU}{kw}\left(\hat j\cos\theta-w\hat n\sin\theta\right)^2\nonumber\\
&-\frac{2l+1}{1+x^{2l+1}}\sin\theta\cos\theta .\label{scaled}
\end{align}
Because $w>0$, $\theta$ and $\delta$ pass multiples of $\pi/2$ together. The subtraction formula for tangents gives
\begin{equation}
\delta=\theta+\arctan\frac{(w-1)\sin\theta\cos\theta}{\cos^2\theta+w\sin^2\theta}.\label{back}
\end{equation}
The denominator is positive, so the principal arctangent is continuous and keeps the branch.

For $x\ll1$, inserting (\ref{small}) and $w\simeq x^{2l+1}$ removes $k$ altogether:
\begin{equation}
\frac{d\theta}{dt}\simeq-Ur^2\left(\frac{\cos\theta}{a_l}+b_l\sin\theta\right)^2-(2l+1)\sin\theta\cos\theta .\label{low}
\end{equation}
The steps no longer sharpen as $k$ falls. Near the nucleus $\theta\simeq2Zr/[(2l+2)a_l^2]$, from (\ref{start}) divided by $w$, and the Jacobian in $t$ is close to $-(2l+1)$. Numerically it is $-0.998$ and $-2.999$ for s and p. In the variable $r$ it would be $-(2l+1)/r$, or $-3\times10^4$ bohr$^{-1}$ for p at $10^{-4}$ bohr. An explicit step in $r$ must then stay below about $r/(2l+1)$, which restricts the first steps of a fixed mesh in $r$ and relaxes as $r$ grows; in $t=\ln r$ the same condition becomes a fixed limit of order $1/(2l+1)$ on the step, which a uniform logarithmic mesh can meet at every small radius.

The following counts are right-hand-side evaluations for the AE potential, both equations being integrated in $\ln r$ by the same explicit method at relative tolerance $10^{-9}$ and absolute tolerance $10^{-12}$. For s waves, lowering $k$ from 1 to 0.01 bohr$^{-1}$ raises the cost of the direct equation from 1754 to 3194, while the scaled one goes from 1394 to 1130. For p waves at $k=1$ bohr$^{-1}$ the direct form is cheaper, 1370 against 1586; at 0.01 it needs 2582 against 1034. An implicit Radau integration of the direct s equation at $k=0.01$ took 2237 steps, against 177 explicit ones. The two methods differ in order, so this does not isolate stiffness, but it shows no gain from the implicit method at this tolerance.

\section{How far the two phases agree}

Dividing (\ref{norm}) by $u(R)^2$ gives, for $L=u'/u$,
\begin{equation}
\frac{dL}{dE}\bigg|_{R}=-\frac{2}{u(R)^2}\int_0^{R}u^2dr .\label{slope}
\end{equation}
At the reference level, AE and PS have equal $u$, $u'$ and norm inside $r_c$. Hence $L$ and its energy slope agree at $r_c$, and the mismatch $\Delta L=L_{\rm AE}-L_{\rm PS}$ starts at order $(E-\varepsilon)^2$. For boron both slopes are $-1.244$ (2s) and $-1.505$ (2p) bohr$^{-1}$\,hartree$^{-1}$.

To turn $\Delta L$ into a phase, solve (\ref{cs}) with the Wronskian: $S=u(\hat j'-L\hat j/k)$ and $C=u(\hat n'-L\hat n/k)$. At fixed $u$,
\[
d\delta=\frac{C\,dS-S\,dC}{A^2}=-\frac{u}{kA^2}(C\hat j-S\hat n)\,dL=-\frac{u^2}{kA^2}\,dL .
\]
Propagation outward by (\ref{err}) then gives, to first order,
\begin{equation}
\delta_{\rm AE}-\delta_{\rm PS}-m\pi\simeq-\frac{u(r_c)^2}{kA(\infty)^2}\,\Delta L .\label{trans}
\end{equation}
The integer $m$ persists beyond $r_c$ because (\ref{cal}) is unchanged by $\delta\to\delta+\pi$ and both potentials are equal there.

With $m=1$ for s, the left side is $-0.002$ rad at 0.1 hartree, $-0.025$ at 1, $-0.082$ at 2 and $-0.42$ at 5. With $m=0$ for p it is 0.001, 0.017, 0.051 and 0.18 rad. The s offset has fallen to $\pi/2$ at 32.2 hartree (877 eV). The p channel shows that equal limits at both ends do not mean agreement between them: its offset is 0.39 rad at 100 hartree and 0.30 rad at 450.

\section{Choosing the settings}

\paragraph{Variable.} Use $\theta$ in $\ln r$ when the range reaches low energies. For $l>0$ it also removes the small tolerance scale (\ref{tol}), although it was the costlier form for p at $k=1$ bohr$^{-1}$. If only the direct equation is available, expect its cost to rise as $k$ falls, and keep the adaptive step control on.

\paragraph{Starting radius and tolerance.} For the AE potential choose $Zr_0\ll1$ and start from (\ref{start}). For a finite PS, (\ref{cal}) with $G\simeq\hat j$ gives instead $\delta\simeq-U(0)r^2(kr)^{2l+1}/[(2l+3)a_l^2]$, valid for $|U(0)|r_0^2\ll1$. In $\theta$ the linear damping reduces a starting error as $(r_0/r)^{2l+1}$ while $Zr$ and $kr$ are small. In $\delta$, compare the absolute tolerance and the starting error with (\ref{tol}); for p waves a positive error above $k^3r_0^2/Z$ adds a spurious $\pi$.

\paragraph{Outer radius.} For $l=0$, $|G|\le1$, so stopping at $R$ omits at most $k^{-1}\int_R^\infty|U|dr$. At small $k$ this bound is very pessimistic, and $R$ is better fixed by varying it. Near threshold $R$ must lie well beyond the last step, which is at 8.8 bohr here: at $k=0.005$ bohr$^{-1}$ the AE phase is $2.738\pi$ at 9 bohr, $2.947\pi$ at 12 and $2.9547\pi$ at 20, against the final $2.9548\pi$.

\paragraph{Energy range.} Include a low energy to read the core count from the offset $\delta_{\rm AE}-\delta_{\rm PS}$, then the energies the application needs. A single s phase shows $n_l$ through (\ref{lev}) only when $k|a_s|\ll1$: the AE value is $2.44\pi$ at 0.005 hartree and $1.91\pi$ at 0.1 hartree although $n_0=3$, while the offset is within $0.001\pi$ of $\pi$ at both energies. Set an error limit in radians after subtracting the expected $m\pi$. With a limit of 0.1 rad, both boron channels pass at the tabulated energies up to 2 hartree and fail at 5. Once $k|a_s|\ll1$ and the integration is converged, a wrong integer signals a missing or additional bound state.

\paragraph{Separable potentials.} Equation (\ref{cal}) assumes a local potential in each channel. For a nonlocal projector, solve for $u$ inside $r_c$, form $S/C$ from $L(r_c)$, and continue outward with (\ref{cal}). This start fixes $\delta$ modulo $\pi$; the integer then needs separate information, and the node argument behind (\ref{lev}) was given only for local potentials.

The full set of phases, steps and solver counts is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Boron Z = 5, r_c = 1.5 bohr, r_max = 50 bohr
total energy -24.0504 hartree
levels 1s -6.5022, 2s -0.3054, 2p -0.1000 hartree
l=0 V_ps(0) = 1.323 hartree, core norm 0.3281
l=1 V_ps(0) = -5.570 hartree, core norm 0.2806
AE l=0: bound states 3, delta/pi at k=0.005 1/bohr: 2.9548
PS l=0: bound states 2, delta/pi at k=0.005 1/bohr: 1.9549
AE l=1: bound states 1, delta/pi at k=0.005 1/bohr: 1.0000
PS l=1: bound states 1, delta/pi at k=0.005 1/bohr: 1.0000
E(hartree)  s: AE, PS, AE-PS (rad)   p: AE, PS, AE-PS (rad)
    0.1   5.9969  2.8576  3.1394    3.3710  3.3704  0.0006
    0.5   4.7910  1.6586  3.1324    2.6997  2.6945  0.0053
    1.0   4.2318  1.1150  3.1167    2.3952  2.3787  0.0165
    2.0   3.6710  0.6111  3.0599    2.1038  2.0524  0.0514
    5.0   2.9493  0.2324  2.7169    1.7452  1.5634  0.1818
   20.0   1.9774  0.1576  1.8198    1.2575  0.8855  0.3720
  100.0   1.1509  0.0719  1.0790    0.8044  0.4169  0.3875
  450.0   0.6638  0.0340  0.6297    0.4977  0.1988  0.2989
largest deviation from wave-function phases 1.1e-09 rad
Born s phase at k=30 1/bohr: AE 0.6613, PS 0.0341 rad
s offset AE-PS = pi/2 at 32.22 hartree = 877 eV
pi-steps at k=0.005 1/bohr: radius, width, predicted width (bohr)
AE l=0 step 1: 0.1675 2.186e-04 2.184e-04
AE l=0 step 2: 1.3020 4.527e-03 4.530e-03
AE l=0 step 3: 8.7817 4.357e-01 4.320e-01
PS l=0 step 1: 1.3054 4.269e-03 4.270e-03
PS l=0 step 2: 8.7704 4.338e-01 4.301e-01
AE l=1 step 1: 2.0319 1.111e-06 1.111e-06
PS l=1 step 1: 2.0322 1.112e-06 1.111e-06
l=0 r=1e-4 bohr: J_delta 20.007 1/bohr, J_theta in ln r -0.998
l=0 k=1, error factor 0.3 to 10 bohr: 2.28946, amplitude ratio 2.28946
l=1 r=1e-4 bohr: J_delta 6.666 1/bohr, J_theta in ln r -2.999
l=1 k=1, error factor 0.3 to 10 bohr: 56.36436, amplitude ratio 56.36436
right-hand-side calls (DOP853, rtol 1e-9): l, k (1/bohr), direct, scaled
0   1.00    1754    1394
0   0.10    2258    1178
0   0.01    3194    1130
1   1.00    1370    1586
1   0.10    1850    1058
1   0.01    2582    1034
direct l=0 k=0.01: Radau 2237 steps, 16384 calls; DOP853 177 steps
AE l=0 d(u'/u)/dE at r_c: -1.2437, from norm -1.2437 1/(bohr hartree)
PS l=0 d(u'/u)/dE at r_c: -1.2437, from norm -1.2437 1/(bohr hartree)
AE l=1 d(u'/u)/dE at r_c: -1.5051, from norm -1.5051 1/(bohr hartree)
PS l=1 d(u'/u)/dE at r_c: -1.5051, from norm -1.5051 1/(bohr hartree)
\end{verbatim}
